# Time-dependent density functional tight binding: transition charges, couplings and matrix-free solution: test program

```python
"""Time-dependent density functional tight binding (TD-DFTB), closed shell.

Result under test: excitation energies w solve Omega F = w^2 F with
  Omega = gap^2 + 4 sqrt(gap) [sum_AB q_A K_AB q_B] sqrt(gap)
  gap   : orbital energy difference, empty minus occupied
  q_A   : Mulliken transition charge of an orbital pair on atom A
  K     : gamma_AB (singlets) or diag(W_A) (triplets)
  gamma : Coulomb interaction of exponential atomic charge clouds
  W_A   : atomic spin constant; U_A : Hubbard parameter
Energies in eV, lengths in angstrom, charges in electrons.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.sparse.linalg import LinearOperator, eigsh
from pyscf import gto, dft, scf

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
COULOMB = HARTREE * BOHR          # e^2/(4 pi eps0) in eV angstrom


def gamma_pair(u_a, u_b, dist):
    """Closed form of the interaction of two exponential clouds."""
    a, b = 16 * u_a / (5 * COULOMB), 16 * u_b / (5 * COULOMB)
    if dist == 0:
        return u_a
    if abs(a - b) < 1e-9:
        short = np.exp(-a * dist) * (1 / dist + 11 * a / 16
                                     + 3 * a**2 * dist / 16
                                     + a**3 * dist**2 / 48)
    else:
        def part(s, t):
            d = s**2 - t**2
            return np.exp(-s * dist) * (t**4 * s / (2 * d**2)
                                        - (t**6 - 3 * t**4 * s**2) / (d**3 * dist))
        short = part(a, b) + part(b, a)
    return COULOMB * (1 / dist - short)


def gamma_fourier(u_a, u_b, dist):
    """Same interaction from its definition, by quadrature in k space."""
    step = 0.01
    k = np.arange(0, 200, step) + step / 2
    a, b = 16 * u_a / (5 * COULOMB), 16 * u_b / (5 * COULOMB)
    clouds = (a**2 / (a**2 + k**2))**2 * (b**2 / (b**2 + k**2))**2
    return COULOMB * 2 / np.pi * step * np.sum(clouds * np.sinc(k * dist / np.pi))


def build_chain(n):
    """n atoms on a line, one pi orbital each; last atom has a lone pair."""
    m = SimpleNamespace(n=n, atom_of=np.array(list(range(n)) + [n - 1]))
    m.h0, m.s = np.zeros((n + 1, n + 1)), np.eye(n + 1)
    m.x = np.zeros(n)
    for j in range(n - 1):
        hop, ovl, length = (-3.0, 0.25, 1.35) if j % 2 == 0 else (-2.4, 0.20, 1.45)
        m.h0[j, j + 1] = m.h0[j + 1, j] = hop
        m.s[j, j + 1] = m.s[j + 1, j] = ovl
        m.x[j + 1] = m.x[j] + length
    m.h0[n - 1, n - 1], m.h0[n, n] = -2.0, -3.0
    m.u, m.w, m.z = np.full(n, 10.0), np.full(n, -0.6), np.ones(n)
    m.u[-1], m.w[-1], m.z[-1] = 13.0, -0.8, 3.0
    m.gamma = np.array([[gamma_pair(m.u[i], m.u[j], abs(m.x[i] - m.x[j]))
                         for j in range(n)] for i in range(n)])
    m.nocc = (n + 2) // 2
    return m


def populations(m, p):
    diag = 0.5 * (np.diag(p @ m.s) + np.diag(m.s @ p))
    return np.bincount(m.atom_of, weights=diag, minlength=m.n)


def hamiltonians(m, p_up, p_dn):
    q_up, q_dn = populations(m, p_up), populations(m, p_dn)
    out = []
    for sign in (1, -1):
        v = m.gamma @ (q_up + q_dn - m.z) + sign * m.w * (q_up - q_dn)
        v = v[m.atom_of]
        out.append(m.h0 + 0.5 * m.s * (v[:, None] + v[None, :]))
    return out


def energy(m, p_up, p_dn):
    q_up, q_dn = populations(m, p_up), populations(m, p_dn)
    dq, mag = q_up + q_dn - m.z, q_up - q_dn
    return (np.sum(m.h0 * (p_up + p_dn)) + 0.5 * dq @ m.gamma @ dq
            + 0.5 * np.sum(m.w * mag**2))


def ground_state(m):
    dq = np.zeros(m.n)
    for _ in range(5000):
        v = (m.gamma @ dq)[m.atom_of]
        m.e, m.c = eigh(m.h0 + 0.5 * m.s * (v[:, None] + v[None, :]), m.s)
        m.p = m.c[:, :m.nocc] @ m.c[:, :m.nocc].T
        new = 2 * populations(m, m.p) - m.z
        if np.max(abs(new - dq)) < 1e-11:
            break
        dq = dq + 0.05 * (new - dq)
    else:
        raise AssertionError("charges did not converge")
    m.dq = new
    m.gap = m.e[None, m.nocc:] - m.e[:m.nocc, None]
    assert m.gap.min() > 0.1
    return m


def transition_charges(c_occ, c_vir, s, atom_of, n_atoms):
    d_occ, d_vir = s @ c_occ, s @ c_vir
    per_orbital = 0.5 * (c_occ[:, :, None] * d_vir[:, None, :]
                         + d_occ[:, :, None] * c_vir[:, None, :])
    q = np.zeros((n_atoms,) + per_orbital.shape[1:])
    np.add.at(q, atom_of, per_orbital)
    return q


def dense_omega(m, q, kernel):
    root = np.sqrt(m.gap.ravel())
    flat = q.reshape(m.n, -1)
    return (np.diag(m.gap.ravel()**2)
            + 4 * root[:, None] * (flat.T @ kernel @ flat) * root[None, :])


def make_product(m, kernel_action):
    """Omega times vector using only two-index arrays."""
    co, cv = m.c[:, :m.nocc], m.c[:, m.nocc:]
    do, dv = m.s @ co, m.s @ cv
    root = np.sqrt(m.gap)
    counter = [0]

    def product(vec):
        counter[0] += 1
        v = np.asarray(vec).reshape(m.gap.shape)
        u = root * v
        per_orbital = 0.5 * np.sum(co * (dv @ u.T) + do * (cv @ u.T), axis=1)
        charge = np.bincount(m.atom_of, weights=per_orbital, minlength=m.n)
        phi = kernel_action(charge)[m.atom_of][:, None]
        g = 0.5 * (co.T @ (phi * dv) + do.T @ (phi * cv))
        return (m.gap**2 * v + 4 * root * g).ravel()
    return product, counter


def linearized_motion(m, parity):
    """Frequencies from numerical linearization of i dP/dt about the ground
    state; parity +1: equal spin responses, -1: opposite ones."""
    s_inv, no, h = np.linalg.inv(m.s), m.nocc, 1e-2

    def rate(p_up, p_dn):
        return [s_inv @ ham @ p - p @ ham @ s_inv
                for ham, p in zip(hamiltonians(m, p_up, p_dn), (p_up, p_dn))]
    pairs = [(i, a) for i in range(no) for a in range(no, m.n + 1)]
    columns = []
    for r, t in pairs + [(a, i) for i, a in pairs]:
        d = h * np.outer(m.c[:, r], m.c[:, t])
        plus = rate(m.p + d, m.p + parity * d)
        minus = rate(m.p - d, m.p - parity * d)
        up, dn = [(x - y) / (2 * h) for x, y in zip(plus, minus)]
        assert np.allclose(dn, parity * up, atol=1e-8)
        mo = m.c.T @ m.s @ up @ m.s @ m.c
        assert np.max(abs(mo[:no, :no])) < 1e-8   # no leak out of the
        assert np.max(abs(mo[no:, no:])) < 1e-8   # occupied-empty blocks
        columns.append(np.concatenate([mo[:no, no:].ravel(),
                                       mo[no:, :no].T.ravel()]))
    freq = np.linalg.eigvals(np.array(columns).T)
    assert np.max(abs(freq.imag)) < 1e-6
    freq = np.sort(freq.real)
    assert np.allclose(freq, -freq[::-1], atol=1e-6)
    return freq[len(pairs):]


def row(values, digits=4):
    return " ".join(f"{x + 0.0:.{digits}f}" for x in np.round(values, digits))


# ---- four-atom model -------------------------------------------------------
m = ground_state(build_chain(4))
for i in range(4):
    for j in range(4):
        ref = gamma_fourier(m.u[i], m.u[j], abs(m.x[i] - m.x[j]))
        assert abs(ref - m.gamma[i, j]) < 1e-6
assert np.linalg.eigvalsh(m.gamma).min() > 0

rng = np.random.default_rng(1)
d_up, d_dn = [x + x.T for x in rng.normal(size=(2, 5, 5))]
p_up, p_dn = m.p + 0.1 * d_dn, m.p - 0.2 * d_up     # spin-polarized test point
h_up, h_dn = hamiltonians(m, p_up, p_dn)
slope = (energy(m, p_up + 1e-2 * d_up, p_dn + 1e-2 * d_dn)
         - energy(m, p_up - 1e-2 * d_up, p_dn - 1e-2 * d_dn)) / 2e-2
assert abs(slope - np.sum(h_up * d_up) - np.sum(h_dn * d_dn)) < 1e-7

no = m.nocc
q = transition_charges(m.c[:, :no], m.c[:, no:], m.s, m.atom_of, m.n)
assert np.max(abs(q.sum(axis=0))) < 1e-10
w_s = np.sqrt(np.linalg.eigvalsh(dense_omega(m, q, m.gamma)))
omega_t = np.linalg.eigvalsh(dense_omega(m, q, np.diag(m.w)))
assert omega_t.min() > 0
w_t = np.sqrt(omega_t)
motion_s, motion_t = linearized_motion(m, 1), linearized_motion(m, -1)
dev_s, dev_t = np.max(abs(motion_s - w_s)), np.max(abs(motion_t - w_t))
assert dev_s < 1e-6 and dev_t < 1e-6
gaps = np.sort(m.gap.ravel())
assert np.all(w_s >= gaps - 1e-9) and np.all(w_t <= gaps + 1e-9)

lone = int(np.argmax(abs(m.c[4])))
assert lone < no and np.max(abs(q[:, lone])) < 1e-10
for g in m.gap[lone]:       # uncoupled pairs stay at the bare gap
    assert min(abs(motion_s - g)) < 1e-6 and min(abs(motion_t - g)) < 1e-6

print("MODEL, 4 atoms; lone pair on atom 4")
print("Coulomb constant (eV A):", f"{COULOMB:.4f}")
print("positions (A):", row(m.x, 2))
print("U (eV):", row(m.u, 1), "| W (eV):", row(m.w, 1))
print("H0 pi diagonal (eV):", row(np.diag(m.h0)[:4], 1),
      "| lone pair (eV):", m.h0[4, 4])
print("H0 neighbours (eV):", row(np.diag(m.h0, 1)[:3], 1),
      "| overlaps:", row(np.diag(m.s, 1)[:3], 2))
print("tau for each atom (1/A):", row(16 * m.u / (5 * COULOMB)))
for i in range(4):
    print(f"gamma row {i + 1} (eV):", row(m.gamma[i]))
print("excess electrons per atom:", row(m.dq))
print("orbital energies (eV):", row(m.e))
print("lone-pair orbital number:", lone + 1, "| occupied orbitals:", no)
for i in range(no):
    for a in range(2):
        print(f"pair {i + 1}->{a + no + 1}: gap (eV) {m.gap[i, a]:.4f};",
              "q_A (e):", row(q[:, i, a]))
print("sorted gaps (eV):", row(gaps))
print("singlets (eV):", row(w_s))
print("triplets (eV):", row(w_t))
print(f"max deviation from linearized motion (eV): {max(dev_s, dev_t):.0e}")
top = max(i for i in range(no) if i != lone)
qq, g0 = q[:, top, 0], m.gap[top, 0]
k_s, k_t = qq @ m.gamma @ qq, np.sum(m.w * qq**2)
print(f"pair {top + 1}->{no + 1}: q gamma q (eV) {k_s:.4f}; q W q (eV) {k_t:.4f}")
print("one-pair estimate singlet, triplet (eV):",
      row([np.sqrt(g0**2 + 4 * g0 * k_s), np.sqrt(g0**2 + 4 * g0 * k_t)]))

# ---- sixty-atom chain: product without four-index storage ------------------
big = ground_state(build_chain(60))
q_big = transition_charges(big.c[:, :big.nocc], big.c[:, big.nocc:],
                           big.s, big.atom_of, big.n)
n_pairs = big.gap.size
print("CHAIN, 60 atoms")
print("orbitals:", big.n + 1, "| pairs:", n_pairs,
      f"| smallest gap (eV): {big.gap.min():.4f}")
print("numbers stored, four-index matrix:", n_pairs**2)
print("numbers stored, transition-charge table:", q_big.size)
print("numbers stored, product (C, SC, gamma, gaps):",
      2 * big.c.size + big.gamma.size + big.gap.size)
for name, kernel, action in (
        ("singlet", big.gamma, lambda x: big.gamma @ x),
        ("triplet", np.diag(big.w), lambda x: big.w * x)):
    omega = dense_omega(big, q_big, kernel)
    product, counter = make_product(big, action)
    trial = rng.normal(size=n_pairs)
    assert np.allclose(product(trial), omega @ trial, atol=1e-8)
    counter[0] = 0
    operator = LinearOperator((n_pairs, n_pairs), matvec=product, dtype=float)
    low = np.sort(eigsh(operator, k=3, which="SA", ncv=60, tol=1e-10, v0=trial,
                        maxiter=2000, return_eigenvectors=False))
    full = np.linalg.eigvalsh(omega)[:3]
    assert full[0] > 0 and np.allclose(low, full, atol=1e-7)
    print(f"lowest {name}s (eV):", row(np.sqrt(low)),
          "| products used:", counter[0])

# ---- U and W of the carbon 2p shell from PBE -------------------------------
atom = gto.M(atom="C 0 0 0", basis="cc-pvtz", verbose=0)
guess = np.asarray(scf.hf.init_guess_by_minao(atom)) / 2


def carbon(p_up_electrons, p_dn_electrons):
    """Spherical atom; returns total energy and 2p energies of both spins."""
    mf = dft.UKS(atom)
    mf.xc, mf.conv_tol, mf.max_cycle = "pbe", 1e-10, 100

    def occupations(mo_energy=None, mo_coeff=None):
        occ = np.zeros(np.shape(mo_energy))
        occ[:, :2] = 1
        occ[0, 2:5], occ[1, 2:5] = p_up_electrons / 3, p_dn_electrons / 3
        return occ
    mf.get_occ = occupations
    mf.kernel(np.array([guess, guess]))
    assert mf.converged
    return (mf.e_tot * HARTREE, np.mean(mf.mo_energy[0][2:5]) * HARTREE,
            np.mean(mf.mo_energy[1][2:5]) * HARTREE)


h = 0.05
e_0, _, _ = carbon(1, 1)
e_m, up_m, dn_m = carbon(1 + h, 1 - h)
e_p, up_p, _ = carbon(1 + h, 1 + h)
e_n, up_n, _ = carbon(1 - h, 1 - h)
u_orb, w_orb = (up_p - up_n) / (4 * h), (up_m - dn_m) / (4 * h)
u_tot, w_tot = (e_p + e_n - 2 * e_0) / (2 * h)**2, 2 * (e_m - e_0) / (2 * h)**2
assert abs(u_orb / u_tot - 1) < 0.02 and abs(w_orb / w_tot - 1) < 0.02
assert w_orb < 0 < u_orb
print("CARBON 2p, PBE/cc-pVTZ, spherical")
print(f"U (eV) from orbital energies {u_orb:.3f}, from total energies {u_tot:.3f}")
print(f"W (eV) from orbital energies {w_orb:.3f}, from total energies {w_tot:.3f}")

# ---- monopole form against true integrals: formaldehyde --------------------
mol = gto.M(atom="C 0 0 0; O 0 0 1.21; H 0 0.94 -0.58; H 0 -0.94 -0.58",
            basis="sto-3g", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.kernel()
assert mf.converged
px = mol.search_ao_label("2px")
assert len(px) == 2
is_pi = np.sum(mf.mo_coeff[px]**2, axis=0) > 0.5
nocc = mol.nelectron // 2
pi = max(i for i in range(nocc) if is_pi[i])
non = max(i for i in range(nocc) if not is_pi[i])
star = min(a for a in range(nocc, len(is_pi)) if is_pi[a])
eri = mol.intor("int2e")
owner = np.array([label[0] for label in mol.ao_labels(fmt=None)])
c = mf.mo_coeff
q_mol = transition_charges(c[:, [pi, non]], c[:, [star]], mol.intor("int1e_ovlp"),
                           owner, mol.natm)[:, :, 0]


def exchange(i, a):
    d = np.outer(c[:, i], c[:, a])
    return HARTREE * np.einsum("pq,pqrs,rs->", d, eri, d)


j_pi = HARTREE * np.array([[eri[r, r, t, t] for t in px] for r in px])
q_pi = q_mol[owner[px], 0]
mono, true_pi, true_n = q_pi @ j_pi @ q_pi, exchange(pi, star), exchange(non, star)
assert abs(mono / true_pi - 1) < 0.10
assert np.max(abs(q_mol[:, 1])) < 1e-6 and true_n > 0.1
print("FORMALDEHYDE, PBE/STO-3G orbitals; atoms C O H H")
print("positions y,z (A):", "; ".join(row(r[1:] * BOHR, 2)
                                      for r in mol.atom_coords()))
print("|q_A| pi->pi* (e):", row(abs(q_mol[:, 0])))
print("|q_A| n->pi* (e):", row(abs(q_mol[:, 1])))
print(f"(ia|ia) pi->pi* (eV): true {true_pi:.4f}, monopole {mono:.4f}")
print(f"(ia|ia) n->pi* (eV): true {true_n:.4f}, monopole",
      f"{abs(q_mol[owner[px], 1] @ j_pi @ q_mol[owner[px], 1]):.4f}")
print("done: every assertion held")
```

Printed output:

```
MODEL, 4 atoms; lone pair on atom 4
Coulomb constant (eV A): 14.3996
positions (A): 0.00 1.35 2.80 4.15
U (eV): 10.0 10.0 10.0 13.0 | W (eV): -0.6 -0.6 -0.6 -0.8
H0 pi diagonal (eV): 0.0 0.0 0.0 -2.0 | lone pair (eV): -3.0
H0 neighbours (eV): -3.0 -2.4 -3.0 | overlaps: 0.25 0.20 0.25
tau for each atom (1/A): 2.2223 2.2223 2.2223 2.8890
gamma row 1 (eV): 10.0000 7.8453 4.9635 3.4637
gamma row 2 (eV): 7.8453 10.0000 7.6113 5.0355
gamma row 3 (eV): 4.9635 7.6113 10.0000 8.3769
gamma row 4 (eV): 3.4637 5.0355 8.3769 13.0000
excess electrons per atom: -0.0413 0.0098 -0.1428 0.1743
orbital energies (eV): -3.5765 -2.2503 -2.0240 1.7331 6.4522
lone-pair orbital number: 3 | occupied orbitals: 3
pair 1->4: gap (eV) 5.3096; q_A (e): -0.2544 0.2217 0.2660 -0.2334
pair 1->5: gap (eV) 10.0287; q_A (e): -0.1854 0.3834 -0.3508 0.1528
pair 2->4: gap (eV) 3.9834; q_A (e): -0.3308 0.1443 -0.1704 0.3569
pair 2->5: gap (eV) 8.7025; q_A (e): -0.2388 0.2471 0.2229 -0.2312
pair 3->4: gap (eV) 3.7571; q_A (e): 0.0000 0.0000 0.0000 0.0000
pair 3->5: gap (eV) 8.4762; q_A (e): 0.0000 0.0000 0.0000 0.0000
sorted gaps (eV): 3.7571 3.9834 5.3096 8.4762 8.7025 10.0287
singlets (eV): 3.7571 6.0122 6.1995 8.4762 10.3276 10.6874
triplets (eV): 3.5382 3.7571 4.9580 8.4315 8.4762 9.6271
max deviation from linearized motion (eV): 1e-11
pair 2->4: q gamma q (eV) 1.3672; q W q (eV) -0.1975
one-pair estimate singlet, triplet (eV): 6.1361 3.5666
CHAIN, 60 atoms
orbitals: 61 | pairs: 930 | smallest gap (eV): 1.2666
numbers stored, four-index matrix: 864900
numbers stored, transition-charge table: 55800
numbers stored, product (C, SC, gamma, gaps): 11972
lowest singlets (eV): 1.3172 1.4598 1.5261 | products used: 343
lowest triplets (eV): 1.2396 1.3614 1.3871 | products used: 400
CARBON 2p, PBE/cc-pVTZ, spherical
U (eV) from orbital energies 10.507, from total energies 10.506
W (eV) from orbital energies -0.620, from total energies -0.620
FORMALDEHYDE, PBE/STO-3G orbitals; atoms C O H H
positions y,z (A): 0.00 0.00; 0.00 1.21; 0.94 -0.58; -0.94 -0.58
|q_A| pi->pi* (e): 0.5097 0.5097 0.0000 0.0000
|q_A| n->pi* (e): 0.0000 0.0000 0.0000 0.0000
(ia|ia) pi->pi* (eV): true 5.5221, monopole 5.5246
(ia|ia) n->pi* (eV): true 0.5217, monopole 0.0000
done: every assertion held
```
